\section*{Inner Potential from Two Zone Centres in Normal-Emission Photoemission}

\section*{Problem}

Photoelectrons leave a crystalline film along its surface normal. As the photon energy is raised, the same initial state, at the centre of the Brillouin zone, is recognised at two kinetic energies,
\[
E_1=51.0\ \mathrm{eV},\qquad E_2=127.2\ \mathrm{eV}.
\]
The two zone centres are consecutive, and the final-state wave vectors inside the film differ by $G=2.00$ \AA$^{-1}$. Kinetic energies are counted from the vacuum level of the sample. Describe the final state as a free electron in a potential well of constant depth $V_0$, the inner potential, and neglect the photon momentum until part (e).

\begin{enumerate}
\item[(a)] Relate the kinetic energy outside to the normal wave vector inside.
\item[(b)] Find $V_0$, and show that the data allow one value.
\item[(c)] Check that the two wave vectors are zone centres. What follows if the final-state mass is left free?
\item[(d)] How do errors in $E_1$, $E_2$ and $G$ enter $V_0$?
\item[(e)] Estimate the effects of photon momentum, short escape depth, thermal contraction and a gap in the final-state band.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Wave vector inside the film}

Put the zero of energy at the vacuum level. Far outside, the potential vanishes and the electron's total energy is its kinetic energy $E$. Deep inside, the potential is $-V_0$, with $V_0>0$ for a well. The surface is periodic in its plane, so the in-plane wave vector is conserved up to a surface reciprocal vector. We take the direct channel, in which it is zero on both sides. Only the normal component $k$ remains, and conservation of energy gives
\begin{equation}
E=\frac{\hbar^2k^2}{2m}-V_0 .
\end{equation}
With $c=\hbar^2/2m=3.8100$ eV\,\AA$^2$ this becomes
\begin{equation}
ck^2=E+V_0,\qquad k=\sqrt{\frac{E+V_0}{c}} .
\label{eq:k}
\end{equation}
The positive root describes motion towards the surface from inside.

The shape of the surface barrier does not enter. It affects how much of the wave is transmitted, but far inside the film the wavelength depends only on the energy above the bottom of the well. The electron slows down on leaving, since it pays $V_0$ out of its kinetic energy.

\subsection*{(b) The inner potential}

Write \eqref{eq:k} for both energies and subtract. The unknown $V_0$ cancels:
\begin{align}
c\,(k_2^2-k_1^2)&=E_2-E_1\equiv\Delta E,\\
c\,(k_2-k_1)(k_2+k_1)&=\Delta E .
\end{align}
The difference $k_2-k_1=G$ is given, so the sum follows:
\begin{equation}
k_1+k_2=\frac{\Delta E}{cG}
=\frac{76.2}{3.8100\times2.00}=10.00\ \text{\AA}^{-1}.
\end{equation}
Half the difference between this sum and $G$ is the smaller wave vector,
\begin{equation}
k_1=\frac12\left(\frac{\Delta E}{cG}-G\right)=4.00\ \text{\AA}^{-1},
\qquad k_2=k_1+G=6.00\ \text{\AA}^{-1}.
\label{eq:k1}
\end{equation}
Returning to \eqref{eq:k} at the lower energy,
\begin{equation}
V_0=ck_1^2-E_1=60.96-51.0=9.96\ \mathrm{eV}
\quad(1.596\times10^{-18}\ \mathrm{J}).
\label{eq:V0}
\end{equation}
The upper energy gives the same value, $137.16-127.2=9.96$ eV, as it must after the subtraction. The inner potential is therefore near 10 eV.

To see that no other value fits, regard the separation as a function of $V_0$. From \eqref{eq:k}, $dk/dV_0=1/(2ck)$, and hence
\begin{equation}
\frac{d(k_2-k_1)}{dV_0}=\frac{1}{2c}\left(\frac1{k_2}-\frac1{k_1}\right)
=-\frac{k_2-k_1}{2ck_1k_2}<0 .
\label{eq:slope}
\end{equation}
The separation falls steadily as the well deepens. Its largest value occurs at $V_0=-E_1$, where $k_1=0$, and is $\sqrt{\Delta E/c}=4.472$ \AA$^{-1}$. For very large $V_0$ it tends to zero, because it equals $\Delta E/[c(k_1+k_2)]$. Each separation between these limits thus belongs to one value of $V_0$.

A positive $V_0$ is a stronger demand. At $V_0=0$ the separation would be
\[
\sqrt{127.2/3.8100}-\sqrt{51.0/3.8100}=5.78-3.66=2.12\ \text{\AA}^{-1}.
\]
The whole change from no well to a well of 10 eV alters the separation by about 6\% of its final value. This weak dependence is the source of the large errors in part (d).

The wave equation was also integrated numerically through the smooth barrier $-V_0/(1+e^{z/w})$, with $z$ pointing outwards and $w=0.5$ \AA. The spacing of the nodes deep inside gave $k_1=4.0000$ and $k_2=6.0000$ \AA$^{-1}$, in agreement with \eqref{eq:k}.

\subsection*{(c) Zone centres, index and mass}

So far only the difference of the wave vectors has been used. Their absolute values must satisfy a further condition. Let equivalent layers lie a distance $d$ apart. An initial state at the zone centre has the same phase in every layer, while the waves sent out by neighbouring layers differ in phase by $kd$. They reinforce one another when $kd=2\pi n$, that is, when
\begin{equation}
k=nG,\qquad G=\frac{2\pi}{d},\qquad n=1,2,3,\ldots
\end{equation}
The solution gives $k_1/G=2.00$ and $k_2/G=3.00$. The two ratios differ by one by construction, but nothing in \eqref{eq:V0} forces the first to be an integer. That it is one is a separate test, which the data pass. The test is sharp. From \eqref{eq:k1},
\begin{equation}
\frac{k_1}{G}=\frac{\Delta E}{2cG^2}-\frac12 ,
\end{equation}
and a relative increase of 1\% in $G$ lowers the first term, which is 2.50, by about 2\%, or 0.05.

The layer sum can be evaluated directly. With $d=3.142$ \AA, $V_0$ from \eqref{eq:V0} and an intensity that decays into the film over 5.0 \AA, the summed emission was scanned from 30 to 150 eV. It has two maxima, at 51.0 and 127.2 eV.

Now let the final-state mass be $\mu m$, with $\mu$ unknown, and suppose that the lower centre has index $n$. Then
\begin{align}
E_1+V_0&=\frac{cG^2}{\mu}\,n^2,\\
E_2+V_0&=\frac{cG^2}{\mu}\,(n+1)^2 .
\end{align}
Since $(n+1)^2-n^2=2n+1$, subtraction gives
\begin{equation}
\frac{cG^2}{\mu}=\frac{\Delta E}{2n+1},
\qquad \mu=\frac{(2n+1)\,cG^2}{\Delta E},
\end{equation}
and the first of the two equations becomes
\begin{equation}
V_0=\frac{n^2}{2n+1}\,\Delta E-E_1 .
\label{eq:index}
\end{equation}
Neither $G$ nor $\mu$ appears in \eqref{eq:index}: the index and the two energies suffice. The candidates are
\begin{center}
\begin{tabular}{ccc}
$n$ & $\mu$ & $V_0$ (eV)\\ \hline
1 & 0.600 & $-25.60$\\
2 & 1.000 & $9.96$\\
3 & 1.400 & $46.97$
\end{tabular}
\end{center}
The first has a barrier in place of a well. The third needs a well several times deeper and a mass 40\% above the free one. The second has the free-electron mass.

Two energies cannot, however, establish that the final band is parabolic, because for each $n$ the two parameters $\mu$ and $V_0$ fit them perfectly. A third centre would test it. For $n=4$ the model predicts $k=8.00$ \AA$^{-1}$ and
\[
E=3.8100\times64.0-9.96=233.9\ \mathrm{eV}.
\]
A zone boundary should also appear halfway between the two observed centres in wave vector, at $k=5.00$ \AA$^{-1}$. Its energy is $3.8100\times25.0-9.96=85.3$ eV, which lies below the midpoint in energy, 89.1 eV, because the final band is curved.

\subsection*{(d) Propagation of errors}

First keep the free mass and treat $G$ as a measured input. Differentiating \eqref{eq:k1} gives
\begin{align}
\frac{\partial k_1}{\partial E_2}&=\frac1{2cG}=-\frac{\partial k_1}{\partial E_1},\\
\frac{\partial k_1}{\partial G}&=-\frac{\Delta E}{2cG^2}-\frac12
=-\frac{k_1+k_2}{2G}-\frac{k_2-k_1}{2G}=-\frac{k_2}{G}.
\end{align}
In the last line $\Delta E/(cG)$ was replaced by $k_1+k_2$, and $1$ by $(k_2-k_1)/G$. Since $V_0=ck_1^2-E_1$, each derivative is multiplied by $2ck_1$, and the explicit $-E_1$ adds $-1$ to the derivative with respect to $E_1$:
\begin{align}
\frac{\partial V_0}{\partial E_1}&=-\frac{k_1}{G}-1=-\frac{k_2}{G}=-3.00,\\
\frac{\partial V_0}{\partial E_2}&=\frac{k_1}{G}=2.00,\\
\frac{\partial V_0}{\partial G}&=-\frac{2ck_1k_2}{G}=-91.4\ \mathrm{eV\,\text{\AA}} .
\label{eq:dG}
\end{align}
An error of 0.01 \AA$^{-1}$ in $G$, or 0.5\%, thus moves $V_0$ by about 0.9 eV. For a higher pair of centres, with $k_1=nG$, the last derivative is $-2cn(n+1)G$. It doubles in size from the pair $(2,3)$ to the pair $(3,4)$. Within the model, low energies determine $V_0$ better, since there the well is a larger part of the total kinetic energy inside.

The stated digits already leave some freedom. If the energies are uncertain by $\pm0.05$ eV and $G$ by $\pm0.005$ \AA$^{-1}$ through rounding, $V_0$ can lie between 9.26 and 10.67 eV. Independent reading errors of 0.5 eV in each energy, with $G$ fixed, give
\begin{equation}
\delta V_0=0.5\sqrt{3.00^2+2.00^2}=1.80\ \mathrm{eV}.
\end{equation}

Now fix the index instead, and let $G$ or the mass adjust to the data. Equation \eqref{eq:index} gives
\begin{align}
\frac{\partial V_0}{\partial E_2}&=\frac{n^2}{2n+1}=\frac45=0.80,\\
\frac{\partial V_0}{\partial E_1}&=-\frac{n^2}{2n+1}-1=-1.80 .
\end{align}
The same reading errors now produce 0.98 eV. Once the index is certain, \eqref{eq:index} is the less sensitive of the two formulas to these errors.

In both methods the two energy derivatives add up to $-1$. A common error $+\delta$ in the kinetic energies therefore lowers $V_0$ by $\delta$. Such an error arises when energies are referred to the vacuum level of the analyser. If $\phi_s$ and $\phi_a$ are the work functions of sample and analyser, whose Fermi levels are aligned, then
\begin{equation}
E=E_{\text{analyser}}+\phi_a-\phi_s .
\end{equation}
The correction must be made before $V_0$ is quoted from the sample's vacuum level.

The model also assumes the same $V_0$ at both energies. Suppose that the well is deeper by $\eta$ at the upper one. Then $ck_2^2=E_2+\eta+V_0$, which is the original problem with $E_2$ replaced by $E_2+\eta$. At fixed $G$ the inferred depth at the lower energy rises by $2\eta$, to first order in $\eta$.

\subsection*{(e) Neglected effects}

\paragraph{Photon momentum.}
Take a work function of 4.5 eV and an initial state 1.0 eV below the Fermi level, both chosen as round values. The photon energies are then $E+4.5+1.0$, that is, 56.5 and 132.7 eV, and the photon wave vectors $q=h\nu/\hbar c$ are 0.0286 and 0.0672 \AA$^{-1}$. Let the light arrive at $\theta=45^\circ$ from the normal, and neglect its refraction. It travels into the film, against the outgoing electron, so its normal component is negative:
\begin{equation}
k_i=n_iG-p_i,\qquad p_i=q_i\cos\theta,
\end{equation}
with $p_1=0.0202$ and $p_2=0.0476$ \AA$^{-1}$. The in-plane photon component, which moves the initial state slightly off the zone centre, is left out here.

If 2.00 \AA$^{-1}$ is the separation of the final-state wave vectors, as the problem states, part (b) is unchanged. In practice $G$ may instead come from the lattice constant. The final-state separation is then
\[
k_2-k_1=2.00-(0.0476-0.0202)=1.973\ \text{\AA}^{-1},
\]
and the method of part (b) gives $V_0=12.51$ eV. This is 2.55 eV higher, although the photon wave vectors are about 1\% of those of the electrons.

That answer is not consistent with the index. It implies $k_1=\sqrt{(51.0+12.51)/3.8100}=4.08$ \AA$^{-1}$, whereas the lower centre should lie at $2G-p_1=3.98$ \AA$^{-1}$. Keep the free mass, fix the indices at 2 and 3, and let $G$ adjust:
\begin{align}
c(2G-p_1)^2&=E_1+V_0,\\
c(3G-p_2)^2&=E_2+V_0 .
\end{align}
Subtracting the first from the second and dividing by $c$ leaves a quadratic equation for $G$,
\begin{equation}
5G^2-(6p_2-4p_1)G+p_2^2-p_1^2-\frac{\Delta E}{c}=0 .
\end{equation}
Its positive root is $G=2.020$ \AA$^{-1}$, and either original equation then gives $V_0=10.59$ eV. The shift has dropped to 0.63 eV, at the price of a reciprocal period 1\% larger than the one assumed.

\paragraph{Escape depth.}
Let the emitted intensity fall as $e^{-z/\lambda}$ with the depth $z$ of its origin, so that the amplitude falls as $e^{-z/2\lambda}$. For a wave-vector mismatch $\kappa$ from the zone-centre condition, the summed amplitude, with the layers treated as a continuum, is
\begin{equation}
\int_0^\infty e^{i\kappa z-z/2\lambda}\,dz=\frac{1}{1/(2\lambda)-i\kappa},
\end{equation}
whose squared modulus is $1/[\kappa^2+1/(4\lambda^2)]$. It falls to half its maximum at $\kappa=\pm1/(2\lambda)$, so the full width is $1/\lambda$. Because $dE=2ck\,dk$, the corresponding width in final energy is
\begin{equation}
\delta E\simeq\frac{2ck}{\lambda}.
\end{equation}
For $\lambda=5.0$ \AA\ this is 6.1 eV at the lower centre and 9.1 eV at the upper. The sum over discrete layers gives 6.15 and 9.22 eV. In this model, with constant $\lambda$ and an emission strength independent of energy, the maximum stays at $\kappa=0$, so the broadening does not itself shift $V_0$. An emission strength falling as $E^{-2}$ would pull both maxima down by about 0.2 eV and raise the inferred $V_0$ by about 0.2 eV. It does mean that a reading error of 0.5 eV requires locating the lower centre to about a twelfth of its width.

\paragraph{Thermal contraction.}
Suppose that $G$ was taken from a room-temperature lattice constant, while the film was measured 280 K colder. With a rough linear expansion coefficient of $2\times10^{-5}$ K$^{-1}$, the cold film has $G=2.0113$ \AA$^{-1}$, and \eqref{eq:V0} gives 8.94 eV, a shift of $-1.02$ eV. The coefficient falls at low temperature, so holding it constant overestimates the contraction. A Debye-type variation with a Debye temperature near 150 K gives about $-0.9$ eV. The indexed formula \eqref{eq:index} does not contain $G$ and keeps 9.96 eV. The change then appears in the mass ratio, which rises by about 1\%.

\paragraph{Gap in the final band.}
At $k=nG$ the plane waves $nG$ and $-nG$ have equal energy. A Fourier component $U$ of the lattice potential with wave vector $2nG$ couples them, and the two-state matrix
\begin{equation}
\begin{pmatrix}c(nG)^2&U\\U&c(nG)^2\end{pmatrix}
\end{equation}
has eigenvalues $c(nG)^2\pm|U|$. For $|U|=0.3$ eV at the lower centre the gap is 0.6 eV. If the observed $E_1$ belonged to the lower edge, it would lie 0.3 eV below the free-electron value. Through the factor $-3.00$, the inferred $V_0$ would be 0.9 eV too high. A diagonalization with 17 plane waves, in which the true depth was 9.96 eV, gives inferred values of 10.86 eV at the lower edge and 9.06 eV at the upper. This is a one-dimensional estimate, since it keeps only plane waves along the normal. In a face-centred cubic crystal with a (001) surface, six plane waves share the free-electron energy at the lower centre and thirty at the upper, so the real splitting can have more levels and a different size. The estimate also leaves out damping of the final state, whose width is ten times the gap. Within the two-wave model damping removes the shift. Write $k=nG+\kappa$, let $E_0$ be the free-electron energy of the centre, and add an absorptive potential $-iW$. To first order in $\kappa$ in the diagonal terms, $(E-E_0+iW)^2=(2cnG\kappa)^2+|U|^2$. For $W>0$ the real part of $\kappa$ vanishes only at $E=E_0$, the middle of the gap. The shifts of $\pm0.9$ eV therefore apply only to sharp, undamped band edges.

\paragraph{Comparison with a real film.}
The numbers suit a (001) film of a rocksalt semiconductor such as tin telluride, whose cubic lattice constant is roughly 6.3 \AA. In the face-centred cubic lattice the layers are $a/2$ apart, so $G=4\pi/a$, and 2.00 \AA$^{-1}$ corresponds to $a=6.283$ \AA. An inner potential of about 10 eV and an escape depth of about 5 \AA\ are reasonable rough values at these kinetic energies. The energies in the problem are model data, chosen to fit a free-electron parabola closely. A real film breaks the assumption of a sharp free-electron final state, and in an analysis at fixed $G$ thermal contraction and photon momentum move $V_0$ by about $-1$ and $+2.5$ eV. The lattice constant matters as well, and the shifts add: $a=6.30$ \AA\ gives $G=1.995$ \AA$^{-1}$ and $V_0=10.45$ eV, or 13.0 eV with photon momentum. The analysis at fixed index is steadier, with 9.96 eV without and 10.59 eV with photon momentum. It is this analysis that supports an inner potential near 10 eV, though not the second decimal of 9.96 eV. The computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hbar^2/2m = 3.8100 eV A^2
E1, E2, difference = 51.0, 127.2, 76.2 eV
given separation G = 2.00 1/A
largest separation with a solution = 4.472 1/A
k1 + k2 = 10.0000 1/A
k1, k2 = 4.0000, 6.0000 1/A
k1, k2 from wave equation = 4.0000, 6.0000 1/A
E1 + V0, E2 + V0 = 60.96, 137.16 eV
inner potential V0 = 9.96 eV = 1.596e-18 J
k1/G, k2/G = 2.0000, 3.0000
layer spacing 2pi/G = 3.142 A
rocksalt (001) lattice constant 4pi/G = 6.283 A
layer-sum peaks at 51.0 and 127.2 eV
index n=1: mass ratio 0.600, V0 = -25.60 eV
index n=2: mass ratio 1.000, V0 = 9.96 eV
index n=3: mass ratio 1.400, V0 = 46.97 eV
dV0/dE1, dV0/dE2 at fixed G = -3.00, 2.00
dV0/dG = -91.4 eV A
dV0/dE1, dV0/dE2 at fixed index = -1.80, 0.80
V0 range from rounding = 9.26 to 10.67 eV
assumed reading error of each energy = 0.5 eV
V0 error, fixed G = 1.80 eV
V0 error, fixed index = 0.98 eV
work function, binding energy = 4.5, 1.0 eV
photon energies = 56.5, 132.7 eV
photon wave vectors = 0.0286, 0.0672 1/A
incidence angle from normal = 45 deg
inward photon components = 0.0202, 0.0476 1/A
final-state separation with photon = 1.9727 1/A
V0 with photon momentum, fixed G = 12.51 eV
V0 with photon momentum, fixed index = 10.59 eV
G with photon momentum, fixed index = 2.0204 1/A
escape depth = 5.0 A
k widths (FWHM) = 0.202, 0.202 1/A
final-energy widths (FWHM) = 6.15, 9.22 eV
expansion coefficient = 2.0e-05 1/K, cooling = 280 K
G of cold film = 2.0113 1/A
V0 with cold-film G = 8.94 eV
lattice Fourier component = 0.3 eV
final-state gap = 0.600 eV
V0 inferred at lower gap edge = 10.86 eV
V0 inferred at upper gap edge = 9.06 eV
\end{verbatim}
